# Force on an atom under steady current in a moving nonorthogonal basis

## What fails without the overlap term

Suppose the electronic force on an atom is computed as $-2\,\mathrm{Tr}[D\,\partial H]$, where $D$ is the density matrix per spin, $H$ the Hamiltonian in atom-centred orbitals and $\partial$ a derivative with respect to the atom's position. Now move the zero of energy by $u$. Nothing physical changes, but $H$ becomes $H+uS$, where $S$ is the overlap matrix. The supposed force therefore changes by $-2u\,\mathrm{Tr}[D\,\partial S]$. In the atomic contact treated below this is 0.044 eV/nm for each eV of shift, and at the energy zero used there the expression misses a third of the force.

A second term must cancel this dependence. In equilibrium it can be found by differentiating a free energy, but a conductor between two reservoirs at different chemical potentials has no such free energy to start from. The force must come from the electrons' motion. The result is

$$F_\nu=-\partial_\nu U-2\,\mathrm{Tr}[D\,\partial_\nu H]+2\,\mathrm{Tr}[W\,\partial_\nu S],\tag{1}$$

$$D=\frac1{2\pi i}\int G^<(E)\,dE,\qquad W=\frac1{2\pi i}\int E\,G^<(E)\,dE .\tag{2}$$

Here $\nu$ labels an atomic coordinate $R_\nu$, $U$ is the repulsion between ion cores, and $G^<$ is the lesser Green function of the steady state. A shift $u$ turns $W$ into $W+uD$, so the changes of the two traces cancel.

## Setting

The electrons are independent, two per spatial state, in a given one-electron Hamiltonian $h$ that depends on the classical atomic positions $R$. A state is $\psi=\sum_a c_a\phi_a(r;R)$, with orbitals that move with the atoms. Define

$$S_{ab}=\langle\phi_a|\phi_b\rangle,\quad H_{ab}=\langle\phi_a|h|\phi_b\rangle,\quad (B_\nu)_{ab}=\langle\phi_a|\partial_\nu\phi_b\rangle .$$

The product rule gives $\partial_\nu S=B_\nu+B_\nu^\dagger$. With occupations $f_n$, $D=\sum_n f_n c_nc_n^\dagger$.

## First derivation: Lagrangian and scattering states

**Equations of motion.** The time-dependent variational principle uses $\frac{i\hbar}2(\langle\psi|\dot\psi\rangle-\langle\dot\psi|\psi\rangle)-\langle\psi|h|\psi\rangle$. Because the orbitals move, $\dot\psi=\sum_a(\dot c_a\phi_a+c_a\sum_\mu\dot R_\mu\partial_\mu\phi_a)$. With $A_\mu=B_\mu-B_\mu^\dagger$, each occupied state contributes

$$L=\frac{i\hbar}2(c^\dagger S\dot c-\dot c^\dagger Sc)+\frac{i\hbar}2\sum_\mu\dot R_\mu c^\dagger A_\mu c-c^\dagger Hc .$$

For the variation of $c^\dagger$,

$$\frac{\partial L}{\partial c^\dagger}=\frac{i\hbar}2S\dot c+\frac{i\hbar}2\sum_\mu\dot R_\mu A_\mu c-Hc,\qquad \frac d{dt}\frac{\partial L}{\partial\dot c^\dagger}=-\frac{i\hbar}2(\dot Sc+S\dot c).$$

Equating them, and using $\dot S+\sum_\mu\dot R_\mu A_\mu=2\sum_\mu\dot R_\mu B_\mu$, gives

$$i\hbar S\dot c=\Big(H-i\hbar\sum_\mu\dot R_\mu B_\mu\Big)c .\tag{3}$$

**Force with the atoms at rest.** The force from this state is $\partial L/\partial R_\nu-\frac d{dt}\,\partial L/\partial\dot R_\nu$. Setting $\dot R=0$ after differentiation,

$$F_\nu=-c^\dagger\partial_\nu Hc+\frac{i\hbar}2(c^\dagger\partial_\nu S\,\dot c-\dot c^\dagger\partial_\nu S\,c)-\frac{i\hbar}2(\dot c^\dagger A_\nu c+c^\dagger A_\nu\dot c).$$

Collect the terms with $\dot c$ and with $\dot c^\dagger$. Since $\partial_\nu S-A_\nu=2B_\nu^\dagger$ and $\partial_\nu S+A_\nu=2B_\nu$,

$$F_\nu=-c^\dagger\partial_\nu Hc+i\hbar(c^\dagger B_\nu^\dagger\dot c-\dot c^\dagger B_\nu c).\tag{4}$$

A scattering state of energy $E$ obeys $Hc=ESc$, hence $i\hbar\dot c=Ec$ and $-i\hbar\dot c^\dagger=Ec^\dagger$. Equation (4) becomes

$$F_\nu=-c^\dagger\partial_\nu Hc+E\,c^\dagger(B_\nu^\dagger+B_\nu)c=-c^\dagger(\partial_\nu H-E\,\partial_\nu S)c .\tag{5}$$

The energy multiplying $\partial_\nu S$ is thus the rate at which the state's phase turns.

**Sum over incoming states.** Let $C$ be a block of orbitals containing every nonzero element of $\partial_\nu H$ and $\partial_\nu S$. The leads $\alpha=L,R$ are semi-infinite and not directly coupled to each other. Write $M=ES-H$. A state arriving from lead $\alpha$ as the isolated-lead wave $u$ satisfies

$$c_\alpha=u-g_\alpha M_{\alpha C}c_C,\qquad c_\beta=-g_\beta M_{\beta C}c_C\quad(\beta\ne\alpha),$$

where $g_\alpha=M_{\alpha\alpha}^{-1}$ is taken at $E+i0$. Inserting these into the rows of $Mc=0$ that belong to $C$ gives

$$c_C=-G\,M_{C\alpha}u,\quad G=(M_{CC}-\Sigma_L-\Sigma_R)^{-1},\quad \Sigma_\alpha=M_{C\alpha}g_\alpha M_{\alpha C}.$$

The isolated lead has $g_\alpha=\sum_k u_ku_k^\dagger/(E-\epsilon_k+i0)$, so $i(g_\alpha-g_\alpha^\dagger)=2\pi\sum_k u_ku_k^\dagger\delta(E-\epsilon_k)$. With $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)$, the states arriving per unit energy sum to

$$\sum_k\delta(E-\epsilon_k)\,c_Cc_C^\dagger=\frac1{2\pi}G\Gamma_\alpha G^\dagger .$$

Each lead fills its incoming states with its own Fermi function $f_\alpha(E)$. Therefore

$$G^<=i\sum_\alpha f_\alpha G\Gamma_\alpha G^\dagger\tag{6}$$

reproduces $D$ in (2). Weighting each state by $E$, as (5) requires, gives $W$. The factor 2 for spin completes (1).

**Moving atoms.** Two further terms appear when $\dot R\neq0$. Differentiating $A$ with respect to position contributes $\frac{i\hbar}2\sum_\mu\dot R_\mu c^\dagger(\partial_\nu A_\mu-\partial_\mu A_\nu)c$. Second derivatives of the orbitals cancel here, leaving $i\hbar\sum_\mu\dot R_\mu c^\dagger(C_{\nu\mu}-C_{\mu\nu})c$, with $(C_{\nu\mu})_{ab}=\langle\partial_\nu\phi_a|\partial_\mu\phi_b\rangle$. The velocity part of $\dot c$ from (3), namely $-\sum_\mu\dot R_\mu S^{-1}B_\mu c$, contributes through (4). Together,

$$F^{\rm vel}_\nu=i\hbar\sum_\mu\dot R_\mu c^\dagger(Q_{\nu\mu}-Q_{\mu\nu})c,\quad Q_{\nu\mu}=C_{\nu\mu}-B_\nu^\dagger S^{-1}B_\mu .\tag{7}$$

$Q$ contains only the part of the orbital derivatives outside the basis, so it vanishes for a complete basis. Being antisymmetric in $\nu,\mu$, this force does no work.

It is still needed for momentum balance. Shifting all atoms and orbitals together leaves $L$ unchanged, so the forces must sum to $-d\langle p\rangle/dt$. This was tested for one electron in three Gaussian orbitals on atoms moving at different constant velocities, in units $\hbar=m_e=1$. The balance closes to $3\times10^{-8}$ with (7) and misses by 0.011 without it.

## Second derivation: energy balance and a two-time function

This route uses neither a Lagrangian for the atoms nor scattering states. It defines the force by the work done on the atoms.

**Work.** Take a long but finite closed system. Require the error of the Schrödinger equation to be orthogonal to every orbital: $\langle\phi_a|i\hbar\partial_t-h|\psi\rangle=0$. Expanding $\partial_t\psi$ gives (3) directly. For the density matrix it implies

$$\dot D=\frac1{i\hbar}(S^{-1}HD-DHS^{-1})-\sum_\nu\dot R_\nu(S^{-1}B_\nu D+DB_\nu^\dagger S^{-1}).$$

The electronic energy is $\mathcal E=2\,\mathrm{Tr}[DH]$, so $\dot{\mathcal E}=2\,\mathrm{Tr}[\dot DH]+2\,\mathrm{Tr}[D\dot H]$. The first bracket of $\dot D$ contributes $\mathrm{Tr}[S^{-1}HDH]-\mathrm{Tr}[DHS^{-1}H]$, which is zero because a finite trace is cyclic. What remains is

$$\dot{\mathcal E}=2\sum_\nu\dot R_\nu\,\mathrm{Tr}\big[D\,\partial_\nu H-DHS^{-1}B_\nu-DB_\nu^\dagger S^{-1}H\big].$$

Energy lost by the electrons is work done on the atoms, $\dot{\mathcal E}=-\sum_\nu F_\nu\dot R_\nu$. Let the velocity tend to zero along an arbitrary direction, at fixed $R$ and $D$. If the force is continuous in velocity, its value at rest must be

$$F_\nu=2\,\mathrm{Tr}\big[-D\,\partial_\nu H+DHS^{-1}B_\nu+DB_\nu^\dagger S^{-1}H\big].\tag{8}$$

This holds for any $D$, stationary or not. For the three Gaussian orbitals the energy balance closes to $1\times10^{-8}$.

**Steady state.** With the atoms at rest, let $\hat c_a$ be the operator amplitudes in $\hat\psi=\sum_a\phi_a\hat c_a$, and define

$$G^<_{ab}(t-t')=\frac i\hbar\langle\hat c_b^\dagger(t')\hat c_a(t)\rangle=\int\frac{dE}{2\pi\hbar}\,e^{-iE(t-t')/\hbar}G^<_{ab}(E).$$

Dependence on $t-t'$ alone expresses stationarity. At equal times the left side is $iD/\hbar$, which gives the first part of (2). The amplitudes obey $i\hbar\,\partial_t\hat c=S^{-1}H\hat c$. Apply $i\hbar\,\partial_t$ to $G^<$ and then set $t=t'$:

$$\frac i\hbar S^{-1}HD=\int\frac{dE}{2\pi\hbar}\,E\,G^<(E)\quad\Rightarrow\quad S^{-1}HD=\frac1{2\pi i}\int E\,G^<\,dE=W .$$

Differentiating with respect to $t'$ gives $DHS^{-1}=W$ in the same way. The two basis terms in (8) now join:

$$\mathrm{Tr}[WB_\nu]+\mathrm{Tr}[B_\nu^\dagger W]=\mathrm{Tr}[W\,\partial_\nu S].$$

Adding the core repulsion gives (1). Before stationarity is reached, $S^{-1}HD$ and $DHS^{-1}$ differ, and the force depends on $B_\nu$ itself, not just on $\partial_\nu S$.

The products here run over the whole system. The $C$ block of $S^{-1}HD$ includes paths through the leads, so it is not in general $S_{CC}^{-1}H_{CC}D_{CC}$. The energy integral of $G^<_{CC}$ already contains those paths.

## What each derivation assumes

| | Lagrangian route | Energy route |
|---|---|---|
| Starting point | One action for electrons and atoms | Projected electron dynamics and energy conservation |
| Atoms in motion | Gives (7) | Cannot detect forces that do no work |
| Steady state | Incoming scattering states | Correlations depending on $t-t'$ |
| Occupations | Set by the reservoirs in (6) | Must be supplied separately |

The energy route needs care with infinite leads: a steady current carries energy in from infinity, and the trace that vanished by cyclicity need not vanish there. The finite system avoids this. Near the contact, the steady state then means the interval after the initial disturbance has left and before it returns from the far ends.

Bound states also separate the routes. The sum over incoming waves omits them, so their occupations must be added to (6). The two-time argument includes them if the state is stationary. If two bound states of different energy are coherently superposed, $D$ oscillates and (1) does not apply.

Both routes assume a given one-electron potential and no inelastic scattering. If the potential responds to the density, its energy functional and that response must be treated too.

## Limits

**Equilibrium.** Let all states share one $\mu$ and $T$. For a finite system with $Hc=\epsilon Sc$ and $c^\dagger Sc=1$, differentiate the eigenvalue equation and multiply by $c^\dagger$ from the left. The terms in $\partial c$ cancel, leaving $\partial_\nu\epsilon=c^\dagger(\partial_\nu H-\epsilon\,\partial_\nu S)c$. The grand potential $\Omega=-2k_BT\sum\ln(1+e^{-(\epsilon-\mu)/k_BT})$ has $\partial_\nu\Omega=2\sum f\,\partial_\nu\epsilon$, so the electronic part of (1) equals $-\partial_\nu\Omega$. Under bias (5) has the same form, but $E$ is then fixed by the lead and does not shift with the atom.

**A narrow extra window.** Hold the potential and geometry fixed at zero temperature and raise only $\mu_L$. Since $\partial f_L/\partial\mu_L=\delta(E-\mu_L)$,

$$\frac{\partial F_\nu}{\partial\mu_L}=-\frac1\pi\mathrm{Tr}\big[G\Gamma_LG^\dagger(\partial_\nu H-\mu_L\,\partial_\nu S)\big]_{E=\mu_L}.$$

Added electrons therefore act through the combination $\partial_\nu H-\mu_L\partial_\nu S$. A real bias also changes the potential, which this derivative leaves out.

**Complete basis.** Here $\sum_{ab}|\phi_a\rangle(S^{-1})_{ab}\langle\phi_b|=1$, so $(HS^{-1}B_\nu)_{ab}=\langle\phi_a|h|\partial_\nu\phi_b\rangle$. The basis terms in (8) cancel the orbital derivatives inside $\partial_\nu H$, leaving the mean of $-\partial_\nu h$.

## One atom between two chains

The model has one orbital per atom and nearest-neighbour coupling. In the leads the spacing is 0.27 nm, the hopping $h_0=-1$ eV and the overlap $s_0=0.1$. Both decay exponentially with distance, over 0.10 and 0.12 nm. The movable atom sits midway between the chain ends with bonds of 0.30 nm, where the hopping is $-0.741$ eV and the overlap 0.078. Its level is 0.30 eV.

At 0.5 V the lead levels and chemical potentials are $+0.25$ eV on the left and $-0.25$ eV on the right, so electrons flow towards positive $x$. The temperature is 300 K. Each bond also acquires its overlap times the mean of the two applied site energies.

For a lead with level $v$, put $a=E-v$ and $b=(E-v)s_0-h_0$. Removing the end atom leaves the same chain, so its end Green function obeys $g=1/(a-b^2g)$. With $z=bg$ this is $z+1/z=a/b$. Choosing $|z|<1$ at $E+i0$ gives $\Sigma=b^2g=bz$.

At zero bias, mirror symmetry makes the midpoint force vanish. At 0.5 V the bond elements are:

| | left bond | right bond |
|---|---:|---:|
| $\mathrm{Re}\,D$ | 0.26145 | 0.24467 |
| $\mathrm{Re}\,W$ (eV) | −0.20436 | −0.27192 |
| $\partial H$ (eV/nm) | 7.3271 | −7.4893 |
| $\partial S$ (1/nm) | −0.6490 | 0.6490 |

Spin gives a factor 2, and the two equal off-diagonal elements of each bond another 2. The derivative matrices are real and symmetric, so the imaginary parts of $D$ and $W$ drop out. Thus

$$F_H=-4(0.26145\times7.3271-0.24467\times7.4893)\approx-0.333\ \text{eV/nm},$$

$$F_S=4\times0.6490\,(0.20436-0.27192)\approx-0.175\ \text{eV/nm}.$$

The total is $-0.509$ eV/nm, or $-0.081$ nN, directed against the electron flow. At 0.10 and 0.25 V it is $-0.103$ and $-0.256$ eV/nm, so the force is nearly proportional to bias over this range.

Keeping $W$ at its zero-bias value gives $-0.333$ eV/nm, the same as omitting the overlap term. The reason is symmetry: the zero-bias $W$ is equal on both bonds while $\partial S$ has opposite signs. Building $W$ from the Hermitian part of $S_{CC}^{-1}H_{CC}D_{CC}$ gives $-0.597$ eV/nm, 17% too large in magnitude.

A test in time used 401 atoms, with the two halves filled separately, the central atom empty, and all then joined. The force (8), averaged with a smooth weight from 60 to 150 $\hbar$/eV, agreed with the electronic part of (1) to better than $10^{-6}$ eV/nm, both at the midpoint and 0.01 nm from it. At zero bias and 0.01 nm displacement, the electronic part of (1) and $-\partial\Omega/\partial X$ both gave 2.871 eV/nm. The core repulsion, which cancels only at the midpoint, is not included in these values.

## Beside a real contact

The parameters are rough values in the regime of a gold single-atom contact, not a calculation of gold. The Landauer current, $\frac{2e}{h}\int\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger](f_L-f_R)\,dE$, is 35.9 µA. This is 72 µS, close to the conductance quantum of about 77 µS, as is typical of such contacts. The calculated force is small beside the roughly 1.5 nN needed to break a gold atomic contact. Of the assumptions tested here, the fixed central level affects the number most. It leaves 0.77 electron on an atom that would be neutral with one, whereas a metal screens such charge strongly. Setting the level to $-0.001$ eV, which makes the atom neutral at zero bias, changes the force at 0.5 V to $+0.028$ eV/nm, with all other inputs held fixed. Both the sign and the size found above therefore depend on the chosen level.

The other effects estimated here are smaller, but not all are negligible. The model potential moves with the atoms, so the field's direct pull on the net charge is absent. The mean field of 0.83 V/nm acting on 0.23 $e$ would add $-0.19$ eV/nm. Second-neighbour bonds, evaluated with $D$ and $W$ left unchanged, add about $-0.13$ eV/nm. When $D$ and $W$ are allowed to respond, the result depends on which of these bonds are kept. With only those that end on or span the central atom, the force changes by about $-0.36$ eV/nm in all. With second-neighbour bonds throughout the leads as well, it changes by about $-0.10$ eV/nm at the same chemical potentials, or $-0.17$ eV/nm if these are raised by 0.14 eV to keep the leads neutral. Raising the electron temperature to 600 K at fixed geometry changes the force by less than 0.1%. If the electrons lag behind an atom of mass 197 u, moving at its thermal speed of 113 m/s, by $\hbar$ divided by the 2.2 eV level width, only the response of $D$ and $W$ is delayed, and the force changes by about 0.005 eV/nm; the linear-response electronic friction at zero bias gives 0.009 eV/nm at this speed, the same order. The remaining values are in the numerical output.

## Numbers as computed

```
Moving Gaussians: energy balance error 1.2e-08 (dimensionless)
Moving Gaussians: momentum balance error 3.2e-08 (dimensionless)
  momentum error without velocity term 0.0114
Lead hopping -1.00 eV, overlap 0.10, spacing 0.27 nm
Decay lengths: hopping 0.10 nm, overlap 0.12 nm
Contact bond 0.30 nm: hopping -0.7408 eV
Contact overlap 0.0779
Central level 0.30 eV, bias 0.50 V, temperature 300 K
Lead band without bias: -1.6667 to 2.5000 eV
Equilibrium force at X = 0.01 nm: steady formula 2.87107 eV/nm
  from grand potential 2.87107 eV/nm
Time propagation minus steady force, X=0.01 nm: 1.7e-07 eV/nm
Time propagation minus steady force, X=0: 8.9e-07 eV/nm
Largest error of W against propagation 2.2e-07 eV
Spectral sum error 2.3e-14
Re D left, right bond at 0 V: 0.25976, 0.25976
Re W left, right bond at 0 V: -0.23993, -0.23993 eV
Re D left, right bond at bias: 0.26145, 0.24467
Re W left, right bond at bias: -0.20436, -0.27192 eV
Left-bond derivatives at bias: dH/dX 7.3271 eV/nm
  dS/dX -0.6490 1/nm
Right-bond derivatives at bias: dH/dX -7.4893 eV/nm
  dS/dX 0.6490 1/nm
Force part from dH -0.33314 eV/nm
Force part from W dS -0.17537 eV/nm
Total bias force -0.50850 eV/nm = -0.08147 nN
Total force at 0.10 V: -0.10255 eV/nm
Total force at 0.25 V: -0.25593 eV/nm
Current: Landauer 35.9101 uA, bond formula 35.9101 uA
Force with W frozen at zero bias -0.33314 eV/nm
Force with W from contact block only -0.59724 eV/nm
Change of dH part per eV shift of energy zero 0.04357 1/nm
Central population at bias 0.7695 electrons
Neglected: mean field 0.8333 V/nm, direct force -0.19208 eV/nm
Neutral central level -0.0013 eV, force then 0.02808 eV/nm
Force at 600 K -0.50820 eV/nm
Second-neighbour hopping -0.0498 eV, overlap 0.00821
  first-order force from it -0.13168 eV/nm
Level width 2.1952 eV, thermal speed (mass 197 u) 112.5 m/s
Electronic lag 3.37e-05 nm, force slope 282.275 eV/nm^2
  lag force 9.52e-03 eV/nm
```
